# Classical Multiphonon Capture Barrier for an Oxide Trap

## Result and conventions

An electron in a two-dimensional channel can be captured by a trap in the adjacent oxide when the atoms around the trap move to a configuration in which the two electronic states have equal energy. For two displaced harmonic surfaces of equal curvature, the classical barrier for capture from the channel band edge is

$$
E_b=\frac{(E_R+\Delta E)^2}{4E_R}. \tag{1}
$$

The initial surface $V_i$ is the total energy with the electron at the band edge and the trap empty. The final surface $V_f$ is the total energy with the electron on the trap. The two input energies are

- $\Delta E=\min V_f-\min V_i$, negative when the relaxed occupied trap lies below the band edge;
- $E_R>0$, the relaxation energy released on one surface after a vertical transition, that is, an electronic transition at fixed atomic positions.

The sum of the relaxation energies on the two surfaces is $2E_R$ and must not be inserted for $E_R$. The barrier equals $E_R/4$ when $\Delta E=0$. For other values of $\Delta E$, both energies are needed.

The model assumes identical modes and curvatures in the two charge states, classical nuclei in thermal equilibrium, and an electronic coupling that is weak and independent of nuclear position. Energies are in eV, which suits trap levels and gate bias. The symbol $e$ is the positive elementary charge.

## Derivation for one mode

Let $Q$ be a mass-weighted coordinate with angular frequency $\omega$, so that $V_i=\frac12\omega^2Q^2$. The dimensionless coordinate $q=Q\sqrt{\omega/\hbar}$ turns this into

$$
V_i(q)=\tfrac12\hbar\omega q^2,\qquad
V_f(q)=\tfrac12\hbar\omega(q-d)^2+\Delta E, \tag{2}
$$

where $d$ is the displacement and the energy zero is the minimum of $V_i$. After vertical capture at $q=0$, relaxation on $V_f$ releases

$$
V_f(0)-V_f(d)=\tfrac12\hbar\omega d^2=E_R. \tag{3}
$$

After vertical emission at $q=d$, relaxation on $V_i$ releases $V_i(d)-V_i(0)$, which is the same energy because the curvatures are equal. With the Huang–Rhys factor $S=d^2/2$, equation (3) reads $E_R=S\hbar\omega$.

The gap between the surfaces is

$$
\begin{aligned}
\Delta(q)&=V_f(q)-V_i(q)\\
&=\tfrac12\hbar\omega(q^2-2dq+d^2)+\Delta E-\tfrac12\hbar\omega q^2\\
&=E_R+\Delta E-\hbar\omega d\,q. \tag{4}
\end{aligned}
$$

The quadratic terms cancel, so there is one crossing. Setting $\Delta(q^*)=0$ and using $\hbar\omega d^2=2E_R$ gives

$$
q^*=\frac{E_R+\Delta E}{\hbar\omega d}=\lambda d,\qquad
\lambda=\frac{E_R+\Delta E}{2E_R}. \tag{5}
$$

The barrier is the height of the crossing above the initial minimum:

$$
E_b=V_i(\lambda d)=\lambda^2\,\tfrac12\hbar\omega d^2
=\lambda^2E_R=\frac{(E_R+\Delta E)^2}{4E_R}. \tag{6}
$$

The numerator is the square of the vertical capture energy, $V_f(0)-V_i(0)=E_R+\Delta E$. An electronic-structure calculation of that energy and of the relaxation energy therefore supplies the inputs directly.

For emission back to the band edge, the height is measured from the minimum of $V_f$:

$$
E_{\rm em}=V_f(\lambda d)-\Delta E=(1-\lambda)^2E_R
=\frac{(E_R-\Delta E)^2}{4E_R}. \tag{7}
$$

Subtracting (7) from (6) leaves $4E_R\Delta E/(4E_R)$, so $E_b-E_{\rm em}=\Delta E$, as required by the common crossing energy.

## Regimes and response to gate bias

For $|\Delta E|<E_R$, equation (5) gives $0<\lambda<1$ and the crossing lies between the minima. At $\Delta E=-E_R$ it coincides with the initial minimum and the barrier vanishes. For $\Delta E<-E_R$ it lies on the far side of the initial minimum, and making the trap still deeper raises the barrier. This is the inverted region. For $\Delta E>E_R$ the crossing lies beyond the final minimum. Equation (1) still gives its height, but carriers above the band edge then offer a cheaper route, treated below.

The response to a small change of trap level is

$$
\frac{dE_b}{d(\Delta E)}=\frac{E_R+\Delta E}{2E_R}=\lambda. \tag{8}
$$

The same number gives the position of the crossing and the sensitivity of the barrier to the trap level. The sensitivity to bias also depends on the trap depth, which sets how far the level moves. Because (1) is quadratic, a finite change $\delta$ in $\Delta E$ gives

$$
E_b(\Delta E+\delta)-E_b(\Delta E)=\lambda\delta+\frac{\delta^2}{4E_R}. \tag{9}
$$

Let $F$ be the change of oxide field, counted positive when it draws electrons from the channel into the oxide, and let $z$ be the trap depth. With the band edge as reference and $E_R$ unchanged, $\delta=-eFz$ for a uniform field. A positive $F$ lowers the capture barrier when $\lambda>0$ and the step is small enough that the linear term in (9) dominates.

## Many vibrational modes

For modes $k$ with quanta $\hbar\omega_k$ and displacements $d_k$,

$$
V_i=\tfrac12\sum_k\hbar\omega_kq_k^2,\qquad
E_R=\tfrac12\sum_k\hbar\omega_kd_k^2. \tag{10}
$$

The same cancellation as in (4) gives

$$
\Delta=E_R+\Delta E-\sum_k\hbar\omega_kd_kq_k. \tag{11}
$$

The crossing is now a plane, and the barrier is the lowest value of $V_i$ on it. On this plane the sum in (11) equals $E_R+\Delta E$. The Cauchy–Schwarz inequality then gives

$$
\begin{aligned}
(E_R+\Delta E)^2
&=\left(\sum_k\hbar\omega_kd_kq_k\right)^2\\
&\le\left(\sum_k\hbar\omega_kd_k^2\right)
\left(\sum_k\hbar\omega_kq_k^2\right)
=(2E_R)(2V_i). \tag{12}
\end{aligned}
$$

Thus $V_i\ge(E_R+\Delta E)^2/(4E_R)$. Equality requires $q_k$ proportional to $d_k$, and the plane condition fixes the factor as $\lambda$. The lowest crossing lies on the straight line through the two minima. The classical barrier depends on the total relaxation energy, not on its division among modes.

## From barrier to capture rate

In classical equilibrium at temperature $T$, the weight $\exp(-V_i/kT)$ makes each $q_k$ an independent Gaussian variable with mean zero and variance $kT/(\hbar\omega_k)$. The gap (11) is linear in these variables and is also Gaussian. Its mean is $E_R+\Delta E$, and its variance is

$$
\sum_k(\hbar\omega_kd_k)^2\frac{kT}{\hbar\omega_k}
=kT\sum_k\hbar\omega_kd_k^2=2E_RkT. \tag{13}
$$

The probability density of zero gap is therefore

$$
G=\frac{1}{\sqrt{4\pi E_RkT}}
\exp\left[-\frac{(E_R+\Delta E)^2}{4E_RkT}\right]
=\frac{e^{-E_b/kT}}{\sqrt{4\pi E_RkT}}. \tag{14}
$$

It has the unit of inverse energy. To connect it with a rate, let $W$ be the electronic coupling and let the gap pass through zero as $\Delta(t)=\dot\Delta\,t$. First-order perturbation theory gives the transition probability for one passage:

$$
P=\frac{|W|^2}{\hbar^2}
\left|\int_{-\infty}^{\infty}e^{i\dot\Delta t^2/(2\hbar)}dt\right|^2
=\frac{2\pi|W|^2}{\hbar|\dot\Delta|}. \tag{15}
$$

The last step uses the Fresnel integral, whose modulus is $\sqrt{2\pi\hbar/|\dot\Delta|}$. Passages with speed $\dot\Delta$ occur at a frequency equal to $G|\dot\Delta|$ times the probability density of that speed. Positions and velocities are independent in classical equilibrium. In the product of frequency and $P$ the speed cancels, and integration over its normalized distribution gives

$$
k_{\rm cap}=\frac{2\pi}{\hbar}|W|^2G. \tag{16}
$$

This is the rate for one occupied channel state. It requires $P\ll1$ for typical passages and loss of electronic phase between passages. For one mode the root-mean-square speed is $|\dot\Delta|=\omega\sqrt{2E_RkT}$, so $P\ll1$ means $|W|^2\ll\hbar\omega\sqrt{2E_RkT}/2\pi$. At stronger coupling the passage becomes adiabatic, the splitting of the two energies by $\pm|W|$ at the crossing alters the barrier, and (16) no longer applies.

Emission into the same channel state has the same $W$ and the same prefactor, with $E_{\rm em}$ in the exponent. The ratio of capture to emission is $\exp(-\Delta E/kT)$, apart from electronic degeneracies. A leakage current through the trap also needs the rate of emission to the gate; the capture barrier alone does not determine it.

## Carriers above the band edge

A carrier at energy $\varepsilon\ge0$ above the edge starts from a higher initial surface, so $\Delta E$ is replaced by $\Delta E-\varepsilon$. For a nondegenerate two-dimensional parabolic band the density of states is constant, and the normalized thermal weight is $e^{-\varepsilon/kT}d\varepsilon/kT$. With coupling independent of $\varepsilon$, the averaged rate is governed by

$$
\bar G=\int_0^\infty\frac{d\varepsilon}{kT}\,
e^{-\varepsilon/kT}G(\Delta E-\varepsilon). \tag{17}
$$

The energy in the combined exponent is

$$
\begin{aligned}
\Phi(\varepsilon)&=\varepsilon+
\frac{(E_R+\Delta E-\varepsilon)^2}{4E_R}\\
&=E_b+(1-\lambda)\varepsilon+\frac{\varepsilon^2}{4E_R}. \tag{18}
\end{aligned}
$$

**Case $\Delta E<E_R$.** Here $1-\lambda>0$, so $\Phi$ is smallest at the band edge. At low $kT$ the linear term controls the integral, and

$$
\frac{\bar G}{G}\simeq\int_0^\infty\frac{d\varepsilon}{kT}
e^{-(1-\lambda)\varepsilon/kT}=\frac1{1-\lambda}. \tag{19}
$$

Expanding the remaining factor as $1-\varepsilon^2/(4E_RkT)$ and integrating gives a relative correction $-kT/[2E_R(1-\lambda)^2]$. Equation (19) therefore requires $kT\ll2E_R(1-\lambda)^2$. The barrier is unchanged, while the prefactor rises for $0<\lambda<1$ and falls in the inverted region.

**Case $\Delta E>E_R$.** The condition $\Phi'(\varepsilon)=0$ gives $\varepsilon^*=\Delta E-E_R>0$. Completing the square gives

$$
\Phi(\varepsilon)=\Delta E+\frac{(\varepsilon-\varepsilon^*)^2}{4E_R}. \tag{20}
$$

When the Gaussian lies well inside the band, its integral is $\sqrt{4\pi E_RkT}$. This cancels the prefactor of $G$ and leaves $\bar G=e^{-\Delta E/kT}/kT$. The activation energy is then $\Delta E$, not the larger band-edge value (1). Carriers near $\varepsilon^*$ reach the final surface at its minimum. The activation energies of the two cases, $E_b$ and $\Delta E$, agree at $\Delta E=E_R$, and so do their slopes with respect to $\Delta E$. The limiting prefactors of the two cases do not apply close to that point.

## Worked example

The following round parameters describe a model trap and are not assigned to a material:

$$
\hbar\omega=0.05\ \text{eV},\quad E_R=1.2\ \text{eV},\quad
\Delta E=-0.3\ \text{eV},\quad T=300\ \text{K}.
$$

They give $S=1.2/0.05=24$ and $d=\sqrt{48}=6.93$. The crossing fraction is $\lambda=0.9/2.4=0.375$, so $q^*=2.60$. The barriers are

$$
E_b=\frac{0.9^2}{4.8}=0.169\ \text{eV}=0.00620\ \text{hartree},
$$

$$
E_{\rm em}=\frac{1.5^2}{4.8}=0.469\ \text{eV}.
$$

Their difference is $-0.300$ eV, equal to $\Delta E$. With $kT=0.02585$ eV, the capture Boltzmann factor is $1.46\times10^{-3}$.

A field change of $0.1$ V/nm at a depth of $1$ nm shifts $\Delta E$ to $-0.4$ eV. The new barrier is $0.8^2/4.8=0.133$ eV. In (9), the linear term contributes $-0.0375$ eV and the quadratic term $+0.0021$ eV, giving a change of $-0.0354$ eV. The classical band-edge rate rises by $\exp(0.0354/0.02585)\simeq3.9$ if $W$ is unchanged.

For two modes with quanta $0.03$ and $0.06$ eV and relaxation energies $0.5$ and $0.7$ eV, numerical minimization on the crossing plane again gives $0.169$ eV. The sampled gap has mean $0.900$ eV and variance $0.0620$ eV$^2$, in agreement with (13). Its sampled density at zero is $2.346\times10^{-3}$ eV$^{-1}$, against $2.343\times10^{-3}$ eV$^{-1}$ from (14), a difference of about $0.16\%$ relative to the formula. The sampling uses a Boltzmann-weighted grid and a Gaussian window of width $0.004$ eV around zero gap. The window adds its variance to (13), and this accounts for the difference.

The carrier average multiplies the band-edge rate by $1.56$ at 300 K; the low-temperature limit (19) is $1.60$. The correction below (19) is $-0.02585/0.9375=-2.8\%$, slightly larger in size than the actual difference of $-2.6\%$ relative to the limit; higher orders in $kT$ supply the small remainder, of opposite sign.

The next table compares the band-edge barrier with the activation energy of the carrier-averaged classical rate, obtained from its logarithmic derivative at $kT=0.005$ eV. All entries are in eV.

| $\Delta E$ | Band edge | Averaged |
|---:|---:|---:|
| $-1.8$ | 0.075 | 0.072 |
| $-1.2$ | 0.000 | $-0.003$ |
| $-0.3$ | 0.169 | 0.166 |
| 0.0 | 0.300 | 0.297 |
| 0.6 | 0.675 | 0.672 |
| 1.2 | 1.200 | 1.195 |
| 2.0 | 2.133 | 1.995 |

The small offsets come from prefactors. For $\Delta E<E_R$, $\bar G$ contains $(kT)^{-1/2}$, and $-d\ln\bar G/d(1/kT)$ is $E_b-kT/2$ to leading order. This explains the slightly negative entry at zero barrier. For $\Delta E>E_R$ the prefactor is $(kT)^{-1}$ and the derivative is $\Delta E-kT$. At $\Delta E=E_R$ half of the Gaussian in (20) lies inside the band; the factor one half does not affect the derivative. The last row shows the change of regime, with an activation energy near $2.0$ eV instead of $2.13$ eV. It assumes a constant density of states and a constant coupling up to and beyond $\varepsilon^*=0.8$ eV, which a real channel band need not provide; if states were available only up to $0.2$ eV above the edge, the value would be $2.07$ eV. The low $kT$ isolates the classical exponent and is not a prediction for a cold device.

## Where the classical result fails

Quantum nuclei replace the thermal density (14) by vibrational overlaps. For one mode, let $p=-\Delta E/\hbar\omega$ be an integer. Energy conservation pairs initial level $n$ with final level $n+p$. The density to compare with $G$ is

$$
G_{\rm q}=\frac1{\hbar\omega}\sum_n p_n
\left|\langle n+p;f|n;i\rangle\right|^2,
\quad p_n=(1-e^{-\hbar\omega/kT})e^{-n\hbar\omega/kT}. \tag{21}
$$

The factor $1/\hbar\omega$ spreads each discrete line over one level spacing. Here $p=6$. The activation energy below is $-d\ln(G_{\rm q}\sqrt{kT})/d(1/kT)$, a definition that returns $E_b$ when $G_{\rm q}$ is replaced by $G$.

| $T$ (K) | $G_{\rm q}/G$ | Activation (eV) |
|---:|---:|---:|
| 300 | 2.17 | 0.115 |
| 600 | 1.12 | 0.152 |
| 5802 | 1.00 | 0.168 |

The highest temperature, where $kT=10\hbar\omega$, serves to check the classical limit within the harmonic model; it is not an operating condition. At 300 K, $kT$ is about half a vibrational quantum. The quantum rate is then 2.2 times the classical rate, and its activation energy is 32% below $E_b$. The overlaps include zero-point motion and penetration into classically forbidden regions; these numbers do not separate the two. The size of the correction belongs to these parameters. At 300 K and the same $E_R$ and $\Delta E$, $G_{\rm q}/G$ is $1.15$ for $\hbar\omega=0.02$ eV and $10$ for $\hbar\omega=0.10$ eV. At $\hbar\omega=0.05$ eV it is $0.88$ at zero barrier ($\Delta E=-1.2$ eV) and $39$ deep in the inverted region ($\Delta E=-2.4$ eV), where the activation energy is $0.09$ eV against $E_b=0.30$ eV. Broadening each line into a Gaussian of standard deviation $0.025$ eV changes $2.17$ to $2.3$. A barrier fitted to a narrow range of temperatures near 300 K should therefore not be inserted in (1) to extract $E_R$ without a quantum correction, unless $\hbar\omega$ is small compared with $kT$. In the example, $0.115$ eV inserted in (1) with the correct $\Delta E$ returns $E_R=0.97$ eV instead of $1.2$ eV.

Unequal curvature is a separate failure. Let the final curvature be $r$ times the initial one, with $d$ and $\Delta E$ unchanged. The crossing condition becomes

$$
\tfrac12\hbar\omega\left[r(q-d)^2-q^2\right]+\Delta E=0. \tag{22}
$$

The term $(r-1)q^2$ survives. Relaxation on the final surface releases $rE_R$, while relaxation on the initial surface still releases $E_R$. For $r=0.8$ these energies are $0.96$ and $1.20$ eV, and the crossing between the minima gives a barrier of $0.131$ eV. Equation (1) would give $0.66^2/3.84=0.113$ eV with the first energy and $0.169$ eV with the second. Neither choice repairs the equal-curvature formula.

In an implementation, both relaxation energies should be computed. If they differ appreciably, or if the modes change between the charge states, the barrier should be found as the lowest crossing of the two actual surfaces. The model behind (1) requires them to be equal, but their equality does not prove that the surfaces are harmonic or that their modes coincide. The values quoted here can be compared with the numerical output.

## Calculated quantities

```
vibrational quantum: 0.050 eV
relaxation energy E_R: 1.200 eV
energy difference dE: -0.300 eV
temperature: 300 K; kT: 0.02585 eV
Huang-Rhys factor S: 24.00 (dimensionless)
displacement d: 6.9282 (dimensionless)
crossing q*: 2.5981 (dimensionless)
crossing fraction lambda: 0.3750 (dimensionless)
capture barrier: 0.16875 eV = 0.006201 hartree
emission barrier: 0.46875 eV
barrier slope dE_b/d(dE): 0.3750 (dimensionless)
Boltzmann factor exp(-E_b/kT): 1.4626e-03
dE | band-edge barrier | carrier-averaged activation, all eV
  -1.80 | 0.07500 | 0.07249
  -1.20 | 0.00000 | -0.00251
  -0.30 | 0.16875 | 0.16622
   0.00 | 0.30000 | 0.29746
   0.60 | 0.67500 | 0.67236
   1.20 | 1.20000 | 1.19500
   2.00 | 2.13333 | 1.99500
kT used for carrier-averaged activation: 0.0050 eV
trap depth: 1.00 nm; field change: 0.10 V/nm
dE with field: -0.400 eV
capture barrier with field: 0.13333 eV
classical band-edge rate gain by field: 3.935 (ratio)
two-mode quanta: 0.030, 0.060 eV
two-mode relaxation: 0.50, 0.70 eV
two-mode minimum on crossing plane: 0.16875 eV
gap mean: 0.9000 eV; gap variance: 0.06204 eV^2
zero-gap density, sampled: 2.34616e-03 1/eV
zero-gap density, formula: 2.34251e-03 1/eV
carrier-average factor at 300 K: 1.5591 (ratio)
low-kT limit 1/(1-lambda): 1.6000 (ratio)
kT (eV) | T (K) | quantum/classical | quantum activation (eV)
  0.02585 | 300 | 2.1721 | 0.11450
  0.05170 | 600 | 1.1215 | 0.15234
  0.50000 | 5802 | 1.0005 | 0.16829
final/initial curvature in soft case: 0.80 (ratio)
final-surface relaxation, soft case: 0.9600 eV
capture barrier, soft case: 0.13078 eV
```
